# Sonic entrance condition for ions in an oblique collisionless magnetic presheath

## What fails below the sound speed

Ions stream along a magnetic field that meets a wall at 30° to its surface. Let their speed be 0.9 of the sound speed $c_s$, and let the potential start to fall towards the wall, slowly on the scale of the ion gyroradius. For a fall of $10^{-4}$ of the electron temperature, the electron density drops by the fraction $1.0\times10^{-4}$. The ion density, found by following an ion through a potential $\propto e^{0.3x}$ (with $x$ in sound gyroradii), drops by $1.3\times10^{-4}$. The space charge is then negative, and it bends the potential back instead of letting it fall further. Without collisions or ionisation, no steady layer can then grow out of the uniform plasma, so a collisionless sheath model that launches its ions this way, with no electric field at the entrance, has no steady potential that falls smoothly from the plasma to the wall. Imposing a field at the entrance can force such a fall. The field must be of order $T_e$ per Debye length if the ions enter exactly along the magnetic field, but only about $0.06\,T_e$ per sound gyroradius if they also carry the matching cross-field drift. In either case the solution no longer joins onto a uniform plasma.

The speed that decides the matter is the speed along the field. The speed normal to the wall may still be well below $c_s$.

## Model and units

The $x$ axis is normal to the wall and points into it, and all quantities depend on $x$ alone. The field direction is

$$\mathbf b=(s,0,c),\qquad s=\sin\alpha,\quad c=\cos\alpha,$$

where $\alpha$ is the angle between field and wall surface, $0<\alpha<90^\circ$. The ions are cold, singly charged and collisionless, and none are created in the layer. The electrons are isothermal with temperature $T_e$ (an energy) and follow the Boltzmann law. The flow is steady. Far upstream the plasma is uniform and free of electric field, and the ions move along $\mathbf b$ with speed $u_0$.

In atomic units the ion charge is 1, and an ion of mass $M$ and gyrofrequency $\omega$ obeys

$$M\dot{\mathbf v}=-\nabla\phi+M\omega\,\mathbf v\times\mathbf b .$$

From here on speeds are in units of $c_s=\sqrt{T_e/M}$, lengths in $\rho_s=c_s/\omega$, potentials in $T_e$ and densities in the upstream density. The velocity is $(u,v,w)$, and the normal speed at the entrance is $U=u_0s$.

**Claim.** A layer that leaves this uniform state and accelerates the ions to $u=1$ requires $u_0\ge1$. If it is to be quasineutral, it also requires $u_0s<1$.

The condition is a lower bound. What selects equality is a separate question, taken up below.

## Equations of the quasineutral layer

Since $\mathbf v\times\mathbf b=(cv,\;sw-cu,\;-sv)$ and $d/dt=u\,d/dx$ in steady flow,

$$uu'=-\phi'+cv,\qquad uv'=sw-cu,\qquad uw'=-sv. \tag{1}$$

The ion flux is constant, so $n_i=U/u$. The electrons have $n_e=e^{\phi}$. Quasineutrality gives $\phi=\ln(U/u)$, hence $\phi'=-u'/u$, and the first equation becomes

$$\left(u-\frac1u\right)u'=cv. \tag{2}$$

At $u=1$ the bracket vanishes while $v$ does not, so the slope diverges. Quasineutrality ends there, and the thin Debye sheath begins.

Two integrals follow. First, put $v=-uw'/s$ from (1) into (2):

$$w'=-\frac sc\left(1-\frac1{u^2}\right)u' .$$

Integrating from the entrance, where $u=U$ and $w=cu_0$, gives

$$w=cu_0-\frac sc\left[u+\frac1u-U-\frac1U\right]. \tag{3}$$

Second, multiply the three equations (1) by $u,v,w$ and add. The magnetic terms cancel, which leaves $\tfrac12(u^2+v^2+w^2)+\phi=\tfrac12u_0^2$. Therefore

$$v^2=F(u)\equiv u_0^2+2\ln\frac uU-u^2-w(u)^2 . \tag{4}$$

A flow can exist only where $F\ge0$.

## Why $u_0\ge1$ is necessary

From (3), $dw/du=(s/c)(1-u^2)/u^2$. Differentiating (4),

$$\frac{dF}{du}=\frac{2(1-u^2)}{u}-2w\,\frac sc\,\frac{1-u^2}{u^2}
=\frac{2(1-u^2)}{u^2}\,G,\qquad G=u-\frac sc\,w .$$

At the entrance $G=u_0s-su_0=0$. Its slope, using $c^2+s^2=1$, is

$$\frac{dG}{du}=1-\frac{s^2}{c^2}\,\frac{1-u^2}{u^2}=\frac1{c^2}\left(1-\frac{s^2}{u^2}\right).$$

Integrate from $U$ and take out the factor $u-U$:

$$G=\frac1{c^2}\left[u-U+s^2\left(\frac1u-\frac1U\right)\right]
=\frac{u-U}{c^2}\left[1-\frac{s^2}{uU}\right]
=\frac{(u-U)(u-s/u_0)}{c^2u}.$$

So

$$\frac{dF}{du}=\frac{2(1-u^2)(u-U)(u-s/u_0)}{c^2u^3},\qquad F(U)=0. \tag{5}$$

**Subsonic entrance, $u_0<1$.** Now $U=su_0<s/u_0$. Just above $U$ the slope of $F$ is negative, so $F$ falls below zero. Below $U$ the slope is positive, so $F$ rises to zero at $U$ and is negative before it. The state $u=U$ is an isolated permitted point. The flow can neither accelerate nor slow down, and the uniform state is the only solution connected to it. Nothing was linearised.

**Sonic or faster, $1\le u_0<1/s$.** Now $s/u_0\le U<1$, and every factor in (5) is positive for $U<u<1$. Thus $F>0$ up to the sheath edge. Equation (2) with $v=-\sqrt F$ gives

$$u'=\frac{cu\sqrt F}{1-u^2}>0, \tag{6}$$

a monotonic layer.

**Very fast entrance, $u_0s>1$.** The normal speed already exceeds $c_s$. No quasineutral layer is needed, and a Debye sheath can start directly.

At normal incidence, $\alpha\to90^\circ$, the range $U<u<1$ for $u_0=1$ shrinks to nothing. The presheath disappears, and the condition becomes the ordinary Bohm condition on the normal speed.

## The physical cause, with space charge

Let $\phi=\phi_1e^{\kappa x}$ be small, and write $u=U+u_1$, with $v_1$ and $w_1$ also small. Equations (1) give

$$U\kappa u_1=-\kappa\phi_1+cv_1,\qquad U\kappa v_1=sw_1-cu_1,\qquad U\kappa w_1=-sv_1 .$$

Eliminating $w_1$ from the last two, $(U^2\kappa^2+s^2)v_1=-cU\kappa u_1$. Put this into the first:

$$U\kappa u_1\,\frac{U^2\kappa^2+1}{U^2\kappa^2+s^2}=-\kappa\phi_1 .$$

The ion density change is $n_1=-u_1/U=R\,\phi_1$, with

$$R(\kappa)=\frac{U^2\kappa^2+s^2}{U^2(U^2\kappa^2+1)} . \tag{7}$$

The electron response is 1. For a steep disturbance $R\to1/U^2$: the ions respond as if unmagnetised, and the normal speed counts. For a slow one $R\to s^2/U^2=1/u_0^2$: the ions are guided along the field, and the parallel speed counts. Between these limits $R$ rises steadily with $\kappa^2$, so the slow limit is the easiest for the ions.

Poisson's equation reads $\lambda^2\phi''=n_e-n_i$, where $\lambda$ is the Debye length divided by $\rho_s$. Hence

$$\lambda^2\kappa^2=1-R(\kappa). \tag{8}$$

The left side rises from 0, and the right side falls from $1-1/u_0^2$. There is one positive root $\kappa^2$ if $u_0>1$ and none if $u_0\le1$. A finite Debye length does not soften the condition.

Complex roots must also be excluded for $u_0<1$. With $K=\kappa^2$, (8) is

$$\lambda^2U^4K^2+U^2(1+\lambda^2-U^2)K+s^2-U^2=0 .$$

All coefficients are positive. With $a=1-U^2>s^2-U^2$, the discriminant divided by $U^4$ is

$$(a+\lambda^2)^2-4\lambda^2(s^2-U^2)>(a+\lambda^2)^2-4\lambda^2a=(a-\lambda^2)^2\ge0 .$$

Both roots are real and negative, so $\kappa$ is imaginary: small disturbances oscillate in space and do not grow towards the wall. This part of the argument is linear; the nonlinear exclusion above holds for the quasineutral layer.

For $\lambda\to0$, setting $R=1$ gives

$$\kappa^2=\frac{u_0^2-1}{u_0^2(1-U^2)} .$$

At $u_0=1.2$ and $\alpha=30^\circ$ this is $\kappa=0.69$. The growth vanishes as $u_0\to1$, so the marginal layer needs its own treatment.

## The marginal layer, $u_0=1$

Put $u=s+\delta$ with small $\delta$. Equation (5) gives $dF/d\delta\approx2\delta^2/s^3$, hence $F\approx2\delta^3/(3s^3)$. This is positive on the accelerating side only. The potential drop is $\psi=-\phi\approx\delta/s$, so $F\approx\tfrac23\psi^3$. Equation (6) becomes $\delta'\approx(s/c)\sqrt F$, or

$$\psi'=\frac1c\sqrt{\frac23}\,\psi^{3/2}
\quad\Rightarrow\quad
\frac{d}{dx}\psi^{-1/2}=-\frac1{c\sqrt6}
\quad\Rightarrow\quad
\phi\approx-\frac{6c^2}{X^2}. \tag{9}$$

Here $X$ is the distance upstream from an origin that this local expansion does not fix. The layer has a long algebraic tail, which matters for collisions.

The parallel speed $q=su+cw$ has a simple form. Putting (3) with $u_0=1$ into it,

$$q=su+c^2-s\left(u+\frac1u\right)+s^2+1=2-\frac su=2-n .$$

It rises from 1 at the entrance to $2-s$ at the sheath edge. There the density is $n=s$, so the total drop is $\ln(1/s)$, that is $T_e\ln(1/\sin\alpha)$.

## What selects equality

Let the ions suffer a weak friction $-\nu\mathbf v$, with $\nu$ in units of $\omega$, and let them enter slowly from a long region upstream. Adding $s$ times the $x$ equation and $c$ times the $z$ equation removes the magnetic force:

$$uq'=s\,\frac{u'}u-\nu q .$$

On the long scale the flow follows the field, $u=sq$, and therefore

$$s\left(\frac1{q^2}-1\right)q'=\nu. \tag{10}$$

Friction thus accelerates a subsonic flow, because the potential adjusts to keep it quasineutral. The slope diverges at $q=1$: the long region can deliver sonic ions but cannot carry them past $c_s$.

The approach to the limit can be estimated. Near its end, (10) gives $1-q\sim(\nu X)^{1/2}$. The marginal layer has $\delta\sim X^{-2}$. The two are equal at $X\sim\nu^{-1/5}$. Without friction, the layer is governed by two constants, $w+(s/c)(u+1/u)$ and $u^2+v^2+w^2-2\ln u$. For a field-aligned flow they equal $(q+1/q)/c$ and $q^2-2\ln q-2\ln s$, both stationary at $q=1$. A deviation $1-q\sim\nu^{2/5}$ thus changes them by order $\nu^{4/5}$, and friction acting over the length $\nu^{-1/5}$ does the same. The expected error is of order $\nu^{4/5}$.

Equations (1) with friction and quasineutrality were integrated numerically for $\alpha=30^\circ$, starting on the slow flow at $q=0.6$ (0.8 for the smallest $\nu$). The parallel speed at $2\rho_s$ before the sheath edge was

- $1.123$ for $\nu=10^{-3}$,
- $1.153$ for $\nu=10^{-4}$,
- $1.160$ for $\nu=10^{-5}$,

against $1.161$ in the collisionless layer with $u_0=1$ and $1.191$ with $u_0=1.10$. The flow tends to the marginal layer. Between the two smallest $\nu$ the error falls as $\nu^{0.72}$, somewhat more slowly than the leading estimate.

## An argon etcher in numbers

Take round values for a low-pressure argon helicon etcher: $T_e=3$ eV, $B=0.1$ T, $\alpha=30^\circ$, plasma density $10^{17}$ m$^{-3}$. They are illustrative and do not describe a particular machine. The gas pressure used below, 0.3 mTorr, is chosen low to favour the collisionless model. The ion gyrofrequency is $eB/M=2.415\times10^5$ rad/s, and

$$c_s=\sqrt{T_e/M}=2692\ \text{m/s}\;(1.230\times10^{-3}\ \text{a.u.}),\qquad
\rho_s=\frac{2692}{2.415\times10^5}\ \text{m}=11.1\ \text{mm}.$$

The required parallel energy is $T_e/2=1.5$ eV. The normal speed at the entrance is only $c_s\sin30^\circ=1346$ m/s. The total drop is $3\ln2=2.08$ eV. Integrating (6) numerically for $u_0=1$ gives the profile:

| Drop (eV) | Distance to edge (mm) | $n$ | $q$ |
|---|---|---|---|
| 0.10 | 95 | 0.967 | 1.033 |
| 0.50 | 24 | 0.846 | 1.154 |
| 1.00 | 7.9 | 0.717 | 1.283 |
| 1.50 | 2.0 | 0.607 | 1.393 |
| 2.08 | 0 | 0.500 | 1.500 |

At the edge, (3) and (4) give $(u,v,w)=(1,-0.230,1.155)$, a tangential speed of $1.18$. If the wall floats and electrons reach it along the field, the fluxes balance when $s\,e^{-\eta}\sqrt{M/(2\pi m)}=s$. Here $m$ is the electron mass and $\eta$ the full drop from the entrance in units of $T_e$. Thus $\eta=\tfrac12\ln[M/(2\pi m)]$, or 14.0 eV. The Debye sheath takes $14.04-2.08=11.96$ eV of this, which is $3.99\,T_e$. The normal impact speed is $\sqrt{1+2\times3.99}=3.00$, and the ions arrive at $\arctan(1.18/3.00)\approx21.5^\circ$ from the normal. Magnetic deflection inside the Debye sheath is neglected; integrating (1) with Poisson's equation at this Debye length raises the angle by about $0.3^\circ$, to $21.7^\circ$.

The same balance shows where the model ends at grazing angles. The presheath drop $\ln(1/s)$ uses up all of $\eta$ when $s=e^{-14.04/3}=0.009$, or $\alpha\approx0.5^\circ$. With guided electrons the Boltzmann law must fail before that. This limit belongs to guided collection: if the electrons reach the wall unmagnetised, the Debye sheath keeps a drop of $\tfrac12\ln[M/(2\pi m)]$ in units of $T_e$ at any angle.

## How far a real etcher is from this limit

Most neglected effects are small here. The Debye length is 0.041 mm, or $0.004\rho_s$. The electrons missing from the Boltzmann law because the wall absorbs them are about 0.2% of the density at the sheath edge. The electron gyroradius, also 0.041 mm, equals the Debye length, so guided collection is doubtful. If the electrons reach the wall unmagnetised, the factor $s$ drops out of their flux, the wall drop becomes 16.1 eV and the impact angle 20°.

Ion temperature shifts the condition itself. In the slow limit each ion conserves $\tfrac12q^2+\phi$ and its flux, so its density contribution changes by $\phi_1/q^2$, and the condition becomes $\langle1/q^2\rangle\le1$. For parallel speeds spread evenly over $u_0\pm a$, the mean is $1/(u_0^2-a^2)$, and the variance $a^2/3$ equals $T_i/T_e$. Hence $u_0^2\ge1+3T_i/T_e$. For $T_i=0.1$ eV the entrance speed rises by 5%. This assumes that the ions do not collide with one another. At this density and temperature they do, at a rate comparable with $\omega$. Such collisions conserve the total ion momentum and so are not a friction, but if they keep the ion pressure isotropic, the factor 3 becomes 5/3 and the rise is about 3%.

Collisions are not small. At 0.3 mTorr and 300 K, with a rough ion–neutral cross-section of $10^{-18}$ m$^2$, the mean free path is 104 mm. The 95 mm spanned by the table correspond to 190 mm along the field, almost two mean free paths. Taking $\nu$ as $c_s$ over the mean free path gives $\nu=0.11$. The flow with friction, started at $q=0.1$, then has $q=0.64$ at 22 mm before the edge, where the collisionless layer has $1.16$. The value depends on the friction model: a constant mean free path, with the rate proportional to the ion speed, gives about $0.7$. The ions are still subsonic along the field in a region where the collisionless model has them well above $c_s$. The table and the impact angle therefore describe the collisionless limit for these parameters, not a prediction for this etcher.

In the friction model $\nu=10^{-3}$ brings $q$ at that place within about 3% of the limit. At fixed field, temperatures and cross-section, $\nu$ is proportional to pressure, so this would need about 0.003 mTorr, about a hundredth of the pressure assumed here. Ionisation, neglected throughout, has a rate of about $0.004\,\omega$ at 0.3 mTorr for a rough rate coefficient of $10^{-16}$ m$^3$/s, already above the friction rate $10^{-3}\omega$ quoted for 3% agreement. Balancing this rate against losses at $c_s$ needs a loss length of $\rho_s/0.004\approx2.8$ m, so an etcher-sized discharge at this pressure would run hotter than 3 eV, and 0.003 mTorr at 3 eV is a scaling estimate, not an operating point. The sonic condition is a sound entrance condition for a collisionless layer; whether a given argon reactor has such a layer must be settled first, by comparing the mean free path with the length of the layer along the field.

Numerical values quoted here were computed with a short program.
